**Octahedral point-charge splitting of a hydrogenic 3d level**

The program tests $10Dq=\frac53 q\langle r^4\rangle/a^5$ with $\langle r^4\rangle=25515/Z^4$, where $Z$ is the nuclear charge and six charges $-q$ lie at distance $a$ on the cubic axes (atomic units). It also tests the factor $F(x)$, $x=2Za/3$, which includes the part of the electron cloud beyond $a$. Symbolic algebra confirms the multipole sum through fourth order, the radial equation and the radial mean, and quadrature on the sphere confirms the angular means. The main test integrates the Coulomb repulsion in three dimensions for all nine $n=3$ orbitals, without a multipole expansion. It asserts that 3s and 3p do not couple to 3d, that the d level splits into an upper pair and a lower triplet, and that the splitting agrees with the formula times $F$. For $Z=6$, $q=1$, $a=4$ bohr the simple formula gives 0.03204 hartree and the direct integration 0.03072 hartree, a ratio of 0.9588. At $a=8$ bohr the directly integrated ratio equals one to within 0.01 percent, so the simple formula is recovered as the charges move outward.

## Program and output

```python
# Result under test: six charges -q at distance a on the cubic axes split a
# hydrogenic 3d level (nuclear charge Z), to first order, by
#   10Dq = E(eg) - E(t2g) = (5/3) q <r^4> / a^5,   <r^4> = 25515 / Z^4,
# if the electron cloud lies inside r = a. With the tail beyond a included,
# the splitting is multiplied by F(x), x = 2 Z a / 3:
#   F = 1 - exp(-x) [ sum_{k=0..8} x^k/k! + 9 x^9/10! ].
# Atomic units: q in e, lengths in bohr, energies in hartree.
import math
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def simple_splitting(Z, q, a):
    return 5 / 3 * q * (25515 / Z**4) / a**5


def penetration_factor(Z, a):
    x = 2 * Z * a / 3
    total = sum(x**k / math.factorial(k) for k in range(9))
    total += 9 * x**9 / math.factorial(10)
    return 1 - math.exp(-x) * total


def radial_density(r, Z):
    beta = 2 * Z / 3
    return beta**7 * r**6 * np.exp(-beta * r) / 720


def shell_orbitals(x, y, z, Z):
    """Normalized real n = 3 orbitals: s, px, py, pz, then five d."""
    r = np.sqrt(x * x + y * y + z * z)
    rho = Z * r
    common = Z**1.5 * np.exp(-rho / 3) / (81 * math.sqrt(math.pi))
    s = common * (27 - 18 * rho + 2 * rho**2) / math.sqrt(3)
    p = common * math.sqrt(2) * (6 - rho) * Z
    d = common * math.sqrt(2) * Z**2
    return np.array([
        s, p * x, p * y, p * z,
        d * (3 * z * z - r * r) / math.sqrt(12),
        d * (x * x - y * y) / 2,
        d * x * y, d * y * z, d * z * x])


def direct_matrices(Z, q, a):
    """Coulomb repulsion and overlap by 3D quadrature around each charge."""
    nodes, weights = np.polynomial.legendre.leggauss(100)
    reach = 12.0
    s = np.concatenate([a * (nodes + 1) / 2, a + reach * (nodes + 1) / 2])
    ws = np.concatenate([a * weights / 2, reach * weights / 2])
    c, wc = np.polynomial.legendre.leggauss(240)
    n_phi = 10
    phi = 0.3 + 2 * np.pi * np.arange(n_phi) / n_phi
    S, C, P = [g.ravel() for g in np.meshgrid(s, c, phi, indexing="ij")]
    W = (ws[:, None, None] * wc[None, :, None]
         * np.full(n_phi, 2 * np.pi / n_phi)[None, None, :]).ravel()
    across = S * np.sqrt(1 - C * C)
    side1, side2 = across * np.cos(P), across * np.sin(P)
    repulsion = np.zeros((9, 9))
    overlap = np.zeros((9, 9))
    for axis in range(3):
        for sign in (1, -1):
            xyz = [None, None, None]
            xyz[axis] = sign * (a - S * C)
            xyz[(axis + 1) % 3] = side1
            xyz[(axis + 2) % 3] = side2
            orb = shell_orbitals(*xyz, Z)
            # volume element s^2 times 1/s leaves the smooth weight s
            repulsion += q * (orb * (W * S)) @ orb.T
            overlap += (orb * (W * S * S)) @ orb.T / 6
    return repulsion, overlap


# --- multipole sum of the six charges, unit distance and unit charge
X, Y, Zc, t = sp.symbols("X Y Zc t", real=True)
r2 = X**2 + Y**2 + Zc**2
potential = sum((1 - 2 * sg * t * w + t**2 * r2) ** sp.Rational(-1, 2)
                for w in (X, Y, Zc) for sg in (1, -1))
cubic = sp.Rational(35, 4) * (X**4 + Y**4 + Zc**4
                             - sp.Rational(3, 5) * r2**2)
expected = {0: sp.Integer(6), 4: cubic}
derivative = potential
for order in range(6):
    coefficient = derivative.subs(t, 0) / sp.factorial(order)
    assert sp.expand(coefficient - expected.get(order, 0)) == 0
    derivative = sp.diff(derivative, t)

# --- radial equation and mean of r^4
r, Zs = sp.symbols("r Z", positive=True)
u = r**3 * sp.exp(-Zs * r / 3)
residual = -sp.diff(u, r, 2) / 2 + (3 / r**2 - Zs / r + Zs**2 / 18) * u
assert sp.simplify(residual / u) == 0
norm = sp.integrate(u**2, (r, 0, sp.oo))
mean_r4_symbolic = sp.simplify(sp.integrate(r**4 * u**2, (r, 0, sp.oo)) / norm)
assert sp.simplify(mean_r4_symbolic - 25515 / Zs**4) == 0

# --- angular means by quadrature on the unit sphere
cs, wcs = np.polynomial.legendre.leggauss(12)
ph = 2 * np.pi * np.arange(16) / 16
CS, PH = np.meshgrid(cs, ph, indexing="ij")
WA = np.repeat(wcs[:, None], 16, axis=1)
sx = np.sqrt(1 - CS**2) * np.cos(PH)
sy = np.sqrt(1 - CS**2) * np.sin(PH)
quartic = sx**4 + sy**4 + CS**4
shapes = {"z2": 3 * CS**2 - 1, "x2-y2": sx**2 - sy**2,
          "xy": sx * sy, "yz": sy * CS, "zx": CS * sx}
angular = {name: np.sum(WA * f**2 * quartic) / np.sum(WA * f**2)
           for name, f in shapes.items()}
for name, value in angular.items():
    target = 5 / 7 if name in ("z2", "x2-y2") else 11 / 21
    assert abs(value - target) < 1e-12

# --- worked example and direct three-dimensional test
Z, q, a = 6.0, 1.0, 4.0
mean_r4 = float(mean_r4_symbolic.subs(Zs, 6))
V, overlap = direct_matrices(Z, q, a)
assert np.max(np.abs(overlap[4:, 4:] - np.eye(5))) < 1e-7
assert np.max(np.abs(overlap - np.eye(9))) < 1e-4
coupling = np.max(np.abs(V[:4, 4:]))
assert coupling < 1e-9
dblock = V[4:, 4:]
assert np.max(np.abs(dblock - np.diag(np.diag(dblock)))) < 1e-9
levels = np.linalg.eigvalsh(dblock)
assert np.ptp(levels[:3]) < 1e-7 and np.ptp(levels[3:]) < 1e-7
assert np.mean(np.diag(dblock)[:2]) > np.mean(np.diag(dblock)[2:])
direct = levels[3:].mean() - levels[:3].mean()
simple = simple_splitting(Z, q, a)
factor = penetration_factor(Z, a)
assert abs(direct / (simple * factor) - 1) < 1e-5

inside = quad(lambda v: radial_density(v, Z) / a, 0, a)[0]
outside = quad(lambda v: radial_density(v, Z) / v, a, a + 20)[0]
common_shift = 6 * q * (inside + outside)
assert abs(levels.mean() - common_shift) < 1e-7

# --- the simple formula must emerge when the charges move outward
a_far = 8.0
V_far, _ = direct_matrices(Z, q, a_far)
far = np.linalg.eigvalsh(V_far[4:, 4:])
direct_far = far[3:].mean() - far[:3].mean()
simple_far = simple_splitting(Z, q, a_far)
assert abs(direct_far / simple_far - 1) < 1e-4
assert abs(direct / simple - 1) > 100 * abs(direct_far / simple_far - 1)

beyond = quad(lambda v: radial_density(v, Z), a, a + 20)[0]
r4_beyond = quad(lambda v: v**4 * radial_density(v, Z), a, a + 20)[0]
unit = q * mean_r4 / a**5
eg_shift = 35 / 4 * (angular["x2-y2"] - 3 / 5) * unit
t2g_shift = 35 / 4 * (angular["xy"] - 3 / 5) * unit
assert abs(eg_shift - t2g_shift - simple) < 1e-12
gap = Z**2 / 2 * (1 / 9 - 1 / 16)

print(f"nuclear charge Z = {Z:.0f}")
print(f"ligand charge magnitude q = {q:.0f} e")
print(f"ligand distance a = {a:.1f} bohr")
print(f"mean of r^4, symbolic = {mean_r4_symbolic} bohr^4")
print(f"angular mean of quartic sum, x2-y2 = {angular['x2-y2']:.6f}")
print(f"angular mean of quartic sum, xy = {angular['xy']:.6f}")
print(f"mean of r^4 at this Z = {mean_r4:.4f} bohr^4")
print(f"fourth root of that mean = {mean_r4**0.25:.4f} bohr")
print(f"q <r^4>/a^5 = {unit:.6f} hartree")
print(f"Dq, simple formula = {simple / 10:.7f} hartree")
print(f"eg shift from common level = {eg_shift:.6f} hartree")
print(f"t2g shift from common level = {t2g_shift:.6f} hartree")
print(f"10Dq, simple formula = {simple:.6f} hartree")
print(f"10Dq, simple formula = {simple * HARTREE_EV:.4f} eV")
print(f"splitting, direct 3D integration = {direct:.6f} hartree")
print(f"splitting, direct 3D integration = {direct * HARTREE_EV:.4f} eV")
print(f"x = 2Za/3 = {2 * Z * a / 3:.4f}")
print(f"penetration factor F = {factor:.5f}")
print(f"ratio direct / simple = {direct / simple:.5f}")
print(f"simple formula too high by {100 * (simple / direct - 1):.2f} percent")
print(f"probability beyond a = {100 * beyond:.3f} percent")
print(f"share of <r^4> from beyond a = {100 * r4_beyond / mean_r4:.2f} percent")
print(f"common shift without penetration 6q/a = {6 * q / a:.6f} hartree")
print(f"common shift, full first order = {common_shift:.6f} hartree")
print(f"largest s-d or p-d coupling = {coupling:.1e} hartree")
print(f"unperturbed gap from n=3 to n=4 = {gap:.4f} hartree")
for distance in (3.0, 4.0, 5.0, 6.0, 8.0):
    print(f"a = {distance:.1f} bohr: F = {penetration_factor(Z, distance):.6f},"
          f" simple 10Dq = {simple_splitting(Z, q, distance):.6f} hartree")
print(f"direct / simple at a = {a_far:.1f} bohr = {direct_far / simple_far:.6f}")
print("no test failed")
```

Printed output:

```
nuclear charge Z = 6
ligand charge magnitude q = 1 e
ligand distance a = 4.0 bohr
mean of r^4, symbolic = 25515/Z**4 bohr^4
angular mean of quartic sum, x2-y2 = 0.714286
angular mean of quartic sum, xy = 0.523810
mean of r^4 at this Z = 19.6875 bohr^4
fourth root of that mean = 2.1064 bohr
q <r^4>/a^5 = 0.019226 hartree
Dq, simple formula = 0.0032043 hartree
eg shift from common level = 0.019226 hartree
t2g shift from common level = -0.012817 hartree
10Dq, simple formula = 0.032043 hartree
10Dq, simple formula = 0.8719 eV
splitting, direct 3D integration = 0.030724 hartree
splitting, direct 3D integration = 0.8361 eV
x = 2Za/3 = 16.0000
penetration factor F = 0.95883
ratio direct / simple = 0.95883
simple formula too high by 4.29 percent
probability beyond a = 0.401 percent
share of <r^4> from beyond a = 7.74 percent
common shift without penetration 6q/a = 1.500000 hartree
common shift, full first order = 1.499526 hartree
largest s-d or p-d coupling = 7.2e-17 hartree
unperturbed gap from n=3 to n=4 = 0.8750 hartree
a = 3.0 bohr: F = 0.766344, simple 10Dq = 0.135031 hartree
a = 4.0 bohr: F = 0.958833, simple 10Dq = 0.032043 hartree
a = 5.0 bohr: F = 0.995295, simple 10Dq = 0.010500 hartree
a = 6.0 bohr: F = 0.999602, simple 10Dq = 0.004220 hartree
a = 8.0 bohr: F = 0.999998, simple 10Dq = 0.001001 hartree
direct / simple at a = 8.0 bohr = 0.999990
no test failed
```
